# The planar Hall voltage and why it survives magnetisation reversal

A cobalt film 20 nm thick and 10 µm wide carries 1 mA along its length. Its magnetisation lies in the film plane, 30° from the current, and the calculated voltage across the width is 64.95 µV. Turn the magnetisation round to 210° and the voltage is again 64.95 µV, with the same sign. Now stand the magnetisation up along the film normal: the anomalous Hall voltage is +100 µV for one sense and −100 µV for the other. Why does one transverse voltage ignore the reversal when the other follows it?

## Two directions that give nothing

Let the film lie in the $xy$-plane, with thickness $t$, width $w$ and current $I$ along $+x$. The unit vector $\mathbf m$ gives the direction of magnetisation, at angle $\phi$ from $x$, positive towards $+y$. The film is a single domain, uniform, and made of randomly oriented grains, so that on average it has no preferred direction in its plane and every plane containing its normal is a mirror plane. The response is linear, with field and current density related by

$$E_i=\sum_j\rho_{ij}J_j .$$

Start with $\mathbf m$ along $x$ and reflect the system, $x\to-x$. The reflection reverses $J_x$ and leaves $E_y$ alone. It also leaves $\mathbf m$ alone: a current loop with its moment along $x$ lies in the $yz$-plane, and the reflection does not change its sense of circulation. The reflected system is therefore the same magnetised film, with the same $\rho_{yx}$. Before reflection $E_y=\rho_{yx}J_x$; afterwards $E_y=-\rho_{yx}J_x$. Both hold only if $\rho_{yx}=0$. The same argument, with $E_x$ reversed and $J_y$ unchanged, gives $\rho_{xy}=0$.

So there is no transverse voltage when $\mathbf m$ is along the current. Reflecting $y\to-y$ shows the same for $\mathbf m$ across it. Since the film has no preferred in-plane direction, the result holds in axes attached to $\mathbf m$, whatever $\phi$ is:

$$\rho'=\begin{pmatrix}\rho_\parallel&0\\0&\rho_\perp\end{pmatrix}.$$

Here $\rho_\parallel$ is the resistivity for current along $\mathbf m$ and $\rho_\perp$ for current across it in the plane. Their difference, $\Delta\rho=\rho_\parallel-\rho_\perp$, is the anisotropic magnetoresistance.

## Halfway between: 45°

At $\phi=45^\circ$ the current density $J$ has component $J/\sqrt2$ along $\mathbf m=(1,1)/\sqrt2$ and component $J/\sqrt2$ along the perpendicular direction $(1,-1)/\sqrt2$. Each drives its own field:

$$\mathbf E=\frac{\rho_\parallel J}{2}(1,1)+\frac{\rho_\perp J}{2}(1,-1),
\qquad E_y=\frac{\rho_\parallel-\rho_\perp}{2}\,J .$$

If the resistivities were equal, the two $y$-components would cancel. When $\rho_\parallel>\rho_\perp$, the field along $\mathbf m$ is larger and the total field leans towards $\mathbf m$. No sideways deflection of carriers by a magnetic force is needed; unequal resistances along two oblique axes suffice.

## Any in-plane angle

Components in the axes of $\mathbf m$ (primed) become film components through

$$R=\begin{pmatrix}c&-s\\s&c\end{pmatrix},\qquad c=\cos\phi,\quad s=\sin\phi .$$

Thus $\mathbf E=R\mathbf E'$ and $\mathbf J=R\mathbf J'$. The inverse of a rotation is its transpose, so $\mathbf J'=R^{T}\mathbf J$, and

$$\mathbf E=R\rho'\mathbf J'=R\rho'R^{T}\mathbf J
\quad\Rightarrow\quad \rho=R\rho'R^{T}.$$

Multiplying out,

$$\rho=\begin{pmatrix}c\rho_\parallel&-s\rho_\perp\\ s\rho_\parallel&c\rho_\perp\end{pmatrix}
\begin{pmatrix}c&s\\-s&c\end{pmatrix}
=\begin{pmatrix}c^2\rho_\parallel+s^2\rho_\perp& sc\,\Delta\rho\\ sc\,\Delta\rho& s^2\rho_\parallel+c^2\rho_\perp\end{pmatrix}.$$

With $s^2=1-c^2$ and $sc=\tfrac12\sin2\phi$, the two elements needed are

$$\rho_{xx}=\rho_\perp+\Delta\rho\cos^2\phi,\qquad
\rho_{yx}=\rho_{xy}=\frac{\Delta\rho}{2}\sin2\phi .$$

The tensor is symmetric, because rotating a diagonal matrix cannot produce an antisymmetric part.

In a long bar with no current drawn by the voltmeter, $J_y=0$ and $J_x=I/(wt)$. Define the voltage as the potential at the edge $y=0$ minus that at $y=w$. Since $E_y=-\partial(\text{potential})/\partial y$, this is

$$V=\int_0^wE_y\,dy=w\rho_{yx}\frac{I}{wt}
=\frac{I\,\Delta\rho}{2t}\sin2\phi .$$

The width cancels: at fixed current a wider film has a smaller transverse field acting over a longer path.

For the film, $\rho_\parallel=20.3$ and $\rho_\perp=20.0$ µΩ cm, so $\Delta\rho=0.30$ µΩ cm. Dividing by 20 nm gives $\Delta\rho/t=0.15\ \Omega$, and

$$V=\tfrac12(1\ \text{mA})(0.15\ \Omega)\sin2\phi=(75\ \text{µV})\sin2\phi .$$

At 30° this is $75\times0.8660=64.95$ µV. The limits agree with the simple cases: zero at 0° and 90°, and 75 µV at 45°. At 135° the voltage is −75 µV, because $\mathbf m$ now leans the other way relative to the current. Turning $\mathbf m$ by 90° thus changes the sign; turning it by 180° does not.

## Reversal in the plane

Put $\phi\to\phi+\pi$. Then $\sin(2\phi+2\pi)=\sin2\phi$, and the voltage is unchanged. The tensor can also be written without angles:

$$\mathbf E=\rho_\perp\mathbf J+\Delta\rho\,\mathbf m(\mathbf m\cdot\mathbf J).$$

Its $y$-component for current along $x$ is $\Delta\rho\,m_xm_yJ_x$, as before. The magnetisation enters twice, so its sign drops out.

This rests on symmetry. A half-turn about the film normal maps the film onto itself, reverses an in-plane $\mathbf m$, and acts on in-plane vectors as $R(\pi)=-1$. Hence

$$\rho(-\mathbf m)=(-1)\,\rho(\mathbf m)\,(-1)=\rho(\mathbf m).$$

The individual scattering events need not be blind to the sign of $\mathbf m$. To test this, take carriers on a circular Fermi line, scattering between directions $\theta$ and $\theta'$ at a relative rate $1+s(\theta)+s(\theta')$, with

$$s(\theta)=0.6\cos^2(\theta-\phi)+0.2\sin(\theta-\phi).$$

The second term changes sign when $\mathbf m$ reverses, and some rates then change by as much as 0.8. A numerical solution of the Boltzmann equation, in units of mass × rate/(carrier density × charge²), gives $\rho_\parallel=1.728$ and $\rho_\perp=1.428$. The rotation formula predicts $\rho_{yx}=\tfrac12(0.300)(0.8660)=0.1299$ at 30°. The direct solution gives 0.129904 at 30° and the same at 210°: the rates change, the resistivity does not.

The argument fails if the film lacks the half-turn symmetry. In a crystal of low symmetry, a transverse voltage that is odd in an in-plane $\mathbf m$ is not forbidden by this reasoning.

## Magnetisation along the normal

Now let $\mathbf m$ point along $+z$. A half-turn about $z$ leaves it alone, so the previous argument says nothing about reversal. The reflection $x\to-x$ does: a current loop in the $xy$-plane has its circulation reversed, so $m_z\to-m_z$, while $J_x$ reverses and $E_y$ does not. Comparing the two situations,

$$\rho_{yx}(-m_z)=-\rho_{yx}(m_z).$$

A transverse voltage is now allowed, but it must be odd. The anomalous Hall effect has this form:

$$\mathbf E_H=\rho_{AH}\,\mathbf m\times\mathbf J .$$

With $\mathbf m=\hat{\mathbf z}$ and $\mathbf J=J_x\hat{\mathbf x}$, the field is $+\rho_{AH}J_x\hat{\mathbf y}$, giving $V_H=I\rho_{AH}/t$. For $\rho_{AH}=0.20$ µΩ cm,

$$V_H=(1\ \text{mA})\,\frac{0.20\ \text{µΩ cm}}{20\ \text{nm}}=100\ \text{µV},$$

and −100 µV after reversal. For an in-plane $\mathbf m$ the same law gives $\mathbf m\times\mathbf J=-m_yJ_x\hat{\mathbf z}$, a field through the thickness and none across the width.

The 100 µV is the anomalous part alone. Without perpendicular anisotropy, holding this film's magnetisation upright takes a normal field above $\mu_0M_s=1.8$ T. The ordinary Hall coefficient used here, 0.010 µΩ cm/T, would then contribute a term about a tenth as large, which adds or subtracts according to the sign of the coefficient.

## Both effects at once

Keep $\mathbf m$ in the plane and add a field $B$ along $z$. In the axes of $\mathbf m$, reflect in the plane perpendicular to $\mathbf m$. This keeps $\mathbf m$, reverses $B$, and reverses the sign of the off-diagonal elements. The diagonal elements are therefore even in $B$ and the off-diagonal ones odd.

Onsager reciprocity, which holds for linear response near equilibrium, adds $\rho'_{ij}(B,\mathbf m)=\rho'_{ji}(-B,-\mathbf m)$. By the half-turn, $-\mathbf m$ may be replaced by $\mathbf m$. For $i\ne j$ this leaves $\rho'_{ij}(B)=\rho'_{ji}(-B)=-\rho'_{ji}(B)$, so the off-diagonal part is antisymmetric:

$$\rho'=\begin{pmatrix}\rho_\parallel(B)&0\\0&\rho_\perp(B)\end{pmatrix}
+h(B)\begin{pmatrix}0&-1\\1&0\end{pmatrix},\qquad h(-B)=-h(B).$$

The last matrix is itself a rotation by 90°. Rotations in a plane commute, so $R$ and $R^T$ cancel around it and it is the same in all axes. Therefore

$$\rho_{yx}(B)=\frac{\Delta\rho(B)}{2}\sin2\phi+h(B).$$

Half the sum of readings at $+B$ and $-B$, with $\mathbf m$ held fixed, is the planar part. Half the difference is the Hall part, independent of $\phi$. In a real film the normal field also tilts $\mathbf m$, so the separation is only approximate. With 0.1 T in the plane and ±0.5 T along the normal, the tilt alone would lower the cobalt film's half-sum from 64.95 to about 60.5 µV (in-plane anisotropy, treated below, lowers it further), and the half-difference would be mostly anomalous Hall voltage.

In the Boltzmann model at 30°, with a cyclotron frequency of 0.30 in units of the scattering rate, $\rho_{yx}$ is 0.438998 with the field up and −0.179190 with it down. The half-sum is 0.129904 and the half-difference 0.309094. Symmetry would allow $\Delta\rho$ to depend on $B$; in this model the planar part keeps its zero-field value to the printed digits. The Hall part would be 0.30 for isotropic scattering, so the anisotropy raises it by about 3%. The frequency is exaggerated to make the Hall part easy to see: the Hall part is about 0.22 of $\rho_\perp$ in the model, whereas in the cobalt film the ordinary Hall resistivity is only about 0.0009 of $\rho_\perp$ at 1.8 T.

## What the voltmeter adds

Suppose the far probe sits a distance $d$ further along $+x$ than the near one. The reading becomes

$$V_{\text{read}}=wE_y+dE_x .$$

At 30°, $\rho_{xx}=20.0+0.30\times0.75=20.225$ µΩ cm. With $J_x=5.0\times10^5$ A/cm² and $d=0.10$ µm, the second term is 101 µV, larger than the planar Hall voltage itself. Reversing $\mathbf m$ does not expose it, because $\rho_{xx}$ is also even in $\mathbf m$. A reading that survives reversal is therefore not yet shown to be a planar Hall voltage.

The mirror angle separates them. Under $\phi\to-\phi$, $\cos^2\phi$ is unchanged and $\sin2\phi$ changes sign, so at fixed current and temperature

$$\frac{V_{\text{read}}(\phi)-V_{\text{read}}(-\phi)}2=\frac{I\Delta\rho}{2t}\sin2\phi .$$

A finite-element solution of the current flow tests this in a bar 60 µm long with metal end contacts. With the far probe displaced by 0.5 µm, it gives 570.6 µV at +30° and 440.7 µV at −30°. Half the difference is 64.9 µV, as required.

The end contacts matter in a short bar. Each is an equipotential and so forces the transverse field to vanish along it. With aligned probes at mid-length, the long bar gives 64.944 µV, within 0.02% of the formula. A square film with the same thickness, current and angle gives 0.677 of the formula's value, so there the assumption $J_y=0$ has failed.

## The film beside a real one

The inputs are rough typical values for a polycrystalline cobalt film at room temperature, so the calculated microvolts describe this model and are not a measurement. The assumption of aligned probes is a demanding one: the 0.10 µm offset above shifts the raw reading by more than the whole signal. Grains with a preferred in-plane orientation would break the assumed isotropy; the size of that effect has not been calculated here.

The angle $\phi$ also belongs to the magnetisation, not to the applied field. Let the field $B_a=100$ mT point at $\phi_B=30^\circ$, and let the film have an easy axis along $x$ with anisotropy field $B_k=2.0$ mT. The energy divided by the moment is

$$u=-B_a\cos(\phi_B-\phi)+\frac{B_k}{2}\sin^2\phi .$$

Setting $du/d\phi=0$ gives $B_a\sin(\phi_B-\phi)=\tfrac12B_k\sin2\phi$. For $B_k\ll B_a$ the lag is small, and to first order

$$\phi_B-\phi\approx\frac{B_k}{2B_a}\sin2\phi_B=0.0087\ \text{rad}\approx0.50^\circ .$$

Direct minimisation gives 0.49°, which lowers the voltage by 0.65 µV, or 1% of the signal. This counts only the anisotropy of the film material. The shape of the strip also favours $x$: with $\mathbf m$ across the strip, the demagnetising field is about 2 mT at the centre and about 9 mT averaged over the width. Including it would raise the loss to roughly 3 µV. Reversing the field shifts both angles by 180° and leaves $u$ unchanged, so this error also survives reversal. The comparison is between the two saturated states; while $\mathbf m$ is switching it may pass through other angles or break into domains, and the voltage need not stay constant.

Small odd terms do remain when $\mathbf m$ is reversed by reversing the applied field. (Turning the field by 180° about the film normal instead would leave its normal component, and the Hall voltage that causes, unchanged.) If the applied field is tilted out of the plane by $\delta=1.0^\circ$, shape anisotropy nearly holds $\mathbf m$ down. For a small tilt $\theta$ of $\mathbf m$, torque balance reads $B_a(\delta-\theta)=\mu_0M_s\theta$, so

$$\theta=\frac{B_a\,\delta}{B_a+\mu_0M_s}=\frac{0.1}{1.9}\times1.0^\circ=0.053^\circ .$$

The normal component is $m_z=\sin\theta=9.2\times10^{-4}$, giving an anomalous Hall voltage of 0.092 µV. The normal component of the applied field adds an ordinary Hall voltage of about 0.009 µV. Interface anisotropy favouring the normal, left out here, would increase the tilt.

Joule heat flowing into the substrate adds an anomalous Nernst voltage, proportional to $\mathbf m\times\nabla T$. For a rough coefficient of 1 µV/K it is at most about 0.013 µV. Added as magnitudes, the three odd terms come to 0.17% of the planar signal. The current's own magnetic field, which does not reverse with $\mathbf m$, is not counted: for a uniform current its in-plane part points in opposite directions in the upper and lower halves of the film, so on average it does not turn a uniform $\mathbf m$. For these inputs, then, readings before and after reversal could differ by up to about 0.2 µV, twice the odd part. In this model that difference measures the Hall and Nernst contributions, and the planar Hall voltage is in the part that stays. In a film next to a heavy-metal layer, torques exerted by the current can add to the difference. The numerical output below lists the inputs and the remaining small corrections.

## Table of computed values

```
KINETIC MODEL (unit: mass*rate/(n q^2))
rho_par, rho_perp: 1.72800, 1.42800
rho_yx at 30 deg: 0.129904
rho_yx at 210 deg: 0.129904
rotation formula: 0.129904
largest change of rate on reversal: 0.800
omega (normal field): 0.30
rho_yx, field up: 0.438998
rho_yx, field down: -0.179190
half-sum, half-difference: 0.129904, 0.309094
CO FILM, ROUGH INPUTS
current: 1.0 mA
thickness: 20 nm
width, length: 10, 60 um
rho_par, rho_perp: 20.3, 20.0 uohm cm
anomalous Hall resistivity: 0.20 uohm cm
ordinary Hall coeff.: 0.010 uohm cm/T
mu0*Ms: 1.8 T; applied field: 100 mT
in-plane anisotropy field: 2.0 mT
field tilt: 1.0 deg
probe offset: 0.10 um
Nernst coefficient: 1.0 uV/K
film heat conductivity: 40 W/(m K)
oxide: 300 nm, 1.4 W/(m K)
RESULTS
delta rho: 0.30 uohm cm; ratio: 1.50 %
current density: 5.00e+05 A/cm2
rho_xx at 30 deg: 20.225 uohm cm
rho_yx at 30 deg: 0.1299 uohm cm
bar resistance: 60.67 ohm
planar V at 0 deg: 0.00 uV
planar V at 45 deg: 75.00 uV
planar V at 90 deg: 0.00 uV
planar V at 135 deg: -75.00 uV
planar V at 30 deg: 64.95 uV
planar V at 210 deg (reversed): 64.95 uV
Hall V, m along +z: 100.00 uV
Hall V, m along -z: -100.00 uV
finite-element bar, 30 deg: 64.944 uV
square bar / ideal formula: 0.677
NEGLECTED EFFECTS AT 30 DEG
probe-offset voltage: 101.1 uV
FE, far probe shifted 0.5 um, +30: 570.6 uV
same, -30 deg: 440.7 uV
half-difference: 64.94 uV
lag of m: 0.491 deg; voltage change: -0.65 uV
tilt of m: 0.0526 deg
anomalous Hall from tilt: 0.092 uV
ordinary Hall from tilt: 0.0087 uV
Nernst voltage, at most: 0.0126 uV
sum of odd terms / planar V: 0.17 %
temperature drop in oxide: 0.022 K
field of current at surface: 0.0628 mT
its effect, at most: 0.041 uV
Lorentz magnetoresistance, order: 9.0e-07
```
